**Recovery time constant of a superconducting nanowire detector**

The program tests the result $\tau=L/R_L$, where $L$ is the nanowire inductance and $R_L$ the load resistance; 500 nH and 50 Ω give 10 ns. It asserts that this formula agrees with the eigenvalues of the circuit equations for four pairs of inductance and load. It also asserts agreement with the 1/e point and the area-to-height ratio of a numerically integrated recovery. Further assertions cover the current during the resistive stage, the time to reach 95 % of the bias current, and the late recovery with a current-dependent Ginzburg–Landau inductance. Leading-order estimates for a bias resistor, a pad capacitance and a coupling capacitor are compared with the full circuit eigenvalues. The output shows 25.16 ns to reach 95 % of the bias with constant inductance and 27.17 ns with current-dependent inductance. The three circuit elements each shift the time constant by at most about 0.5 %, while the current-dependent inductance raises its late value to 11.37 ns. The program prescribes the duration of the normal section and does not predict latching.

## Numerical check

```python
# Result under test: after a photon detection, the current of a superconducting
# nanowire (inductance L) shunted by a load R_L returns to its bias value with
# the time constant tau = L / R_L; 500 nH and 50 ohm give 10 ns.
# Symbols: I_b bias current, I_0 wire current when its resistance vanishes,
# R_n resistance of the normal section, I_dep depairing current,
# q scaled phase gradient of the Ginzburg-Landau model. All values in SI units.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigvals
from scipy.optimize import brentq

L, R_L = 500e-9, 50.0
I_b, I_dep = 10e-6, 20e-6
R_n, t_normal = 1000.0, 0.5e-9
width, L_square = 100e-9, 100e-12
R_bias, C_pad, C_couple = 10e3, 1e-12, 100e-9
target = 0.95
tau = L / R_L


def circuit_modes(ind, load, r_bias=np.inf, c_pad=0.0, c_couple=None):
    """Finite natural rates (1/s) from Kirchhoff's laws, E x' = A x.
    x = (node voltage, wire current, coupling-capacitor voltage)."""
    E = np.diag([c_pad, ind, 0.0 if c_couple is None else c_couple])
    A = np.array([[-1/load - 1/r_bias, -1.0, 1/load],
                  [1.0, 0.0, 0.0],
                  [1/load, 0.0, -1/load]])
    if c_couple is None:              # direct connection: no capacitor voltage
        A[2] = [0.0, 0.0, 1.0]
    rates = eigvals(A, E)
    rates = rates[np.isfinite(rates)]
    return rates[np.abs(rates) < 1e14]


# Time constant from circuit eigenvalues, for several inductances and loads
for ind, load in [(L, R_L), (2*L, R_L), (L, 2*R_L), (80e-9, 130.0)]:
    modes = circuit_modes(ind, load)
    assert len(modes) == 1
    assert abs(-1/modes[0].real / (ind/load) - 1) < 1e-8
ideal_rate = circuit_modes(L, R_L)[0].real
tau_eigen = -1/ideal_rate


def transient(start, duration, r_wire):
    """Integrate the wire current; currents are in units of the bias current."""
    return solve_ivp(lambda t, i: (R_L*(1 - i) - r_wire*i)/L,
                     (0, duration), [start], method="DOP853",
                     rtol=1e-11, atol=1e-13, dense_output=True)


# Resistive stage: numerical current against the exponential formula
tau_fast = L/(R_L + R_n)
i_stuck = R_L/(R_L + R_n)
i0_formula = i_stuck + (1 - i_stuck)*np.exp(-t_normal/tau_fast)
i0 = transient(1.0, t_normal, R_n).y[0, -1]
assert abs(i0 - i0_formula) < 1e-8
i_never_healed = transient(1.0, 30*tau_fast, R_n).y[0, -1]
assert abs(i_never_healed - i_stuck) < 1e-8

# Recovery stage: 1/e point, pulse area, and time to the target current
t_end = 200e-9
recovery = transient(i0, t_end, 0.0)


def current(t):
    return recovery.sol(t)[0]


tau_transient = brentq(lambda t: (1 - current(t)) - (1 - i0)/np.e,
                       0, t_end, xtol=1e-16)
assert abs(tau_transient/tau - 1) < 1e-6
area = quad(lambda t: R_L*I_b*(1 - current(t))*1e9, 0, t_end,
            limit=300, epsabs=1e-9, epsrel=1e-8)[0]*1e-9
height = R_L*I_b*(1 - i0)
assert abs(area/(L*I_b*(1 - i0)) - 1) < 1e-5
assert abs(area/height/tau - 1) < 1e-5
t_target = brentq(lambda t: current(t) - target, 0, t_end, xtol=1e-16)
assert abs(t_target/(tau*np.log((1 - i0_formula)/(1 - target))) - 1) < 1e-6

# Current-dependent kinetic inductance in the Ginzburg-Landau model
I_unit = I_dep*3*np.sqrt(3)/2


def wire_current(q):
    return I_unit*q*(1 - q*q)


def gradient(i):
    return brentq(lambda q: wire_current(q) - i, 0, 1/np.sqrt(3), xtol=1e-15)


q_b = gradient(I_b)
inductance_ratio = 1/(1 - 3*q_b**2)
nonlinear = solve_ivp(lambda t, q: R_L*(I_b - wire_current(q))/(L*I_unit),
                      (0, t_end), [gradient(i0*I_b)], method="DOP853",
                      rtol=1e-11, atol=1e-13, dense_output=True)


def missing_nonlinear(t):
    return 1 - wire_current(nonlinear.sol(t)[0])/I_b


t_a, t_b = 90e-9, 110e-9
tau_tail = (t_b - t_a)/np.log(missing_nonlinear(t_a)/missing_nonlinear(t_b))
assert abs(tau_tail/(tau*inductance_ratio) - 1) < 1e-3
t_target_nonlinear = brentq(lambda t: missing_nonlinear(t) - (1 - target),
                            0, t_end, xtol=1e-16)


# Circuit corrections: full eigenvalues against leading-order estimates
def relative_shift(**extra):
    rates = circuit_modes(L, R_L, **extra)
    nearest = rates[np.argmin(np.abs(rates - ideal_rate))]
    assert abs(nearest.imag) < 1e-6*abs(nearest.real)
    return ideal_rate/nearest.real - 1


shift_bias = relative_shift(r_bias=R_bias)
shift_pad = relative_shift(c_pad=C_pad)
shift_couple = relative_shift(c_couple=C_couple)
assert abs(shift_bias - R_L/R_bias) < 1e-6
assert abs(shift_pad + R_L**2*C_pad/L) < 1e-4
assert abs(shift_couple - L/(R_L**2*C_couple)) < 1e-4

squares = L/L_square
print(f"Inductance L: {L*1e9:.0f} nH")
print(f"Load resistance R_L: {R_L:.0f} ohm")
print(f"Time constant L/R_L: {tau*1e9:.3f} ns")
print(f"Time constant L/R_L in SI: {tau:.3e} s")
print(f"Time constant from circuit eigenvalue: {tau_eigen*1e9:.3f} ns")
print(f"Time constant from 1/e point of transient: {tau_transient*1e9:.3f} ns")
print(f"Time constant from pulse area/height: {area/height*1e9:.3f} ns")
print(f"Wire width: {width*1e9:.0f} nm")
print(f"Sheet inductance: {L_square*1e12:.0f} pH per square")
print(f"Number of squares: {squares:.0f}")
print(f"Wire length: {squares*width*1e6:.0f} um")
print(f"Bias current: {I_b*1e6:.1f} uA")
print(f"Depairing current: {I_dep*1e6:.1f} uA")
print(f"Normal-section resistance: {R_n:.0f} ohm")
print(f"Normal-section duration: {t_normal*1e9:.2f} ns")
print(f"Time constant of resistive stage: {tau_fast*1e9:.3f} ns")
print(f"Current if normal section stayed: {i_never_healed*I_b*1e6:.3f} uA")
print(f"Current at start of recovery I_0: {i0*I_b*1e6:.3f} uA")
print(f"Missing current at start: {(1-i0)*I_b*1e6:.3f} uA")
print(f"Load voltage at start of recovery: {height*1e3:.3f} mV")
print(f"Pulse area during recovery: {area*1e12:.3f} mV ns")
print(f"Wire current after one time constant: {current(tau)*I_b*1e6:.3f} uA")
print(f"Target fraction of bias current: {target*100:.0f} %")
print(f"Time to target, constant L: {t_target*1e9:.2f} ns")
print(f"Scaled phase gradient at bias: {q_b:.4f} (no unit)")
print(f"L(I_b)/L(0), Ginzburg-Landau: {inductance_ratio:.3f} (no unit)")
print(f"Late time constant, current-dependent L: {tau_tail*1e9:.2f} ns")
print(f"Time to target, current-dependent L: {t_target_nonlinear*1e9:.2f} ns")
print(f"Bias resistor: {R_bias/1e3:.0f} kohm")
print(f"Shift of tau by bias resistor: {shift_bias*100:+.2f} %")
print(f"Pad capacitance: {C_pad*1e12:.1f} pF")
print(f"Shift of tau by pad capacitance: {shift_pad*100:+.2f} %")
print(f"Coupling capacitor: {C_couple*1e9:.0f} nF")
print(f"Shift of tau by coupling capacitor: {shift_couple*100:+.2f} %")
print(f"Normal-section duration / tau: {t_normal/tau*100:.1f} %")
print("PASS")
```

Printed output:

```
Inductance L: 500 nH
Load resistance R_L: 50 ohm
Time constant L/R_L: 10.000 ns
Time constant L/R_L in SI: 1.000e-08 s
Time constant from circuit eigenvalue: 10.000 ns
Time constant from 1/e point of transient: 10.000 ns
Time constant from pulse area/height: 10.000 ns
Wire width: 100 nm
Sheet inductance: 100 pH per square
Number of squares: 5000
Wire length: 500 um
Bias current: 10.0 uA
Depairing current: 20.0 uA
Normal-section resistance: 1000 ohm
Normal-section duration: 0.50 ns
Time constant of resistive stage: 0.476 ns
Current if normal section stayed: 0.476 uA
Current at start of recovery I_0: 3.809 uA
Missing current at start: 6.191 uA
Load voltage at start of recovery: 0.310 mV
Pulse area during recovery: 3.096 mV ns
Wire current after one time constant: 7.722 uA
Target fraction of bias current: 95 %
Time to target, constant L: 25.16 ns
Scaled phase gradient at bias: 0.2005 (no unit)
L(I_b)/L(0), Ginzburg-Landau: 1.137 (no unit)
Late time constant, current-dependent L: 11.37 ns
Time to target, current-dependent L: 27.17 ns
Bias resistor: 10 kohm
Shift of tau by bias resistor: +0.50 %
Pad capacitance: 1.0 pF
Shift of tau by pad capacitance: -0.50 %
Coupling capacitor: 100 nF
Shift of tau by coupling capacitor: +0.20 %
Normal-section duration / tau: 5.0 %
PASS
```
